# Surface loss velocity of a diffusing radical gas at a wall

## What fixes the form of the answer

Radicals diffuse through a background gas to a planar wall, where each impact removes a radical with probability $\gamma$. How large is the steady flux $J$ into the wall for a given radical density there?

Let the radicals be dilute, so that they collide with the background gas and not with each other, and let $\gamma$ be independent of density, speed and angle. The transport equation and the wall rule are then both linear in the radical density, so doubling the density doubles the flux:

$$J=s\,n_w .$$

The coefficient $s$ is a velocity. If the gas extends over many mean free paths $\lambda$ from the wall, and bulk reactions within one $\lambda$ are negligible, the wall region contains one length, $\lambda$, and one velocity, the mean thermal speed $v$. A length alone gives no velocity, and the only time available, the collision time $\lambda/v$, combines with $\lambda$ to give $v$ again. Therefore

$$s=v\,F(\gamma),\qquad F(0)=0 .$$

The function $F$ may still depend on dimensionless features of the collisions, such as how quickly they restore a thermal speed distribution, and on the directions and speeds with which the wall returns radicals. Dimensional analysis cannot supply $F$. Two derivations below give, in the diffusion approximation,

$$s=\frac{\gamma v}{2(2-\gamma)} .$$

Here $x$ is the distance from the wall, $n(x)$ the radical density, and $J=D\,dn/dx$ is counted positive toward the wall, with $D$ the diffusion coefficient. The density $n_w$ is the diffusion profile extrapolated to $x=0$. The true density departs noticeably from that profile only within a few mean free paths of the wall. Gas and wall share one temperature, and no gas flows through the wall.

## First derivation: matching one-way fluxes

Let $f_0(c)$ be the Maxwell velocity distribution normalized to one, $c$ the speed, and $c_x=c\mu$ the velocity component away from the wall. In a uniform gas the flux striking the wall is the average of $|c_x|$ over the hemisphere moving toward it. Direction cosines are uniformly distributed, with weight $d\mu/2$, so

$$\Gamma_0=n\,\langle c\rangle\int_0^1\mu\,\frac{d\mu}{2}=\frac{n v}{4}.$$

Now add a density gradient $n'=dn/dx$. Suppose collisions erase a directional preference in a time $\tau(c)$. In steady state, streaming creates this preference as fast as collisions remove it. To first order in the gradient,

$$c_x n' f_0=-\frac{f_{\rm odd}}{\tau}
\quad\Rightarrow\quad
f=f_0\,(n-\tau c_x n').$$

The sign is as expected: if density rises away from the wall, radicals moving toward the wall ($c_x<0$) are in excess. The net flux toward the wall is

$$J=-\int c_x f\,d^3c=n'\int \tau c_x^2 f_0\,d^3c .$$

The term in $n$ has vanished because its integrand is odd. Since $c_x^2$ averages to $c^2/3$ over directions, $D=\langle\tau c^2\rangle/3$.

The integrand $\tau c_x^2f_0$ is even in $c_x$, so each hemisphere contributes half of $J$. The gradient adds $J/2$ to the flux toward the wall and subtracts $J/2$ from the flux away from it:

$$\Gamma_{\rm in}=\frac{n_wv}{4}+\frac J2,\qquad
\Gamma_{\rm out}=\frac{n_wv}{4}-\frac J2 .$$

Their difference is $J$, as it must be. The division into halves holds for any $\tau(c)$ for which the integral exists.

A fraction $1-\gamma$ of the impacts returns a radical, so $\Gamma_{\rm out}=(1-\gamma)\Gamma_{\rm in}$:

$$\frac{n_wv}{4}-\frac J2=(1-\gamma)\frac{n_wv}{4}+(1-\gamma)\frac J2 .$$

Collecting the density terms on the left and the flux terms on the right gives

$$\gamma\,\frac{n_wv}{4}=\frac J2\,\bigl[1+(1-\gamma)\bigr]=\frac{(2-\gamma)J}{2},$$

and therefore

$$J=\frac{\gamma v}{2(2-\gamma)}\,n_w .$$

For small $\gamma$ this tends to $\gamma v/4$ times $n_w$, the impact rate of a uniform gas multiplied by the loss probability. At $\gamma=1$ it gives $s=v/2$, twice that simple estimate.

The reciprocal shows the origin of the difference:

$$\frac1s=\frac{4-2\gamma}{\gamma v}=\frac{4}{\gamma v}-\frac2v .$$

The simple law $\gamma v/4$ keeps the first term. The second does not depend on $\gamma$. It appears because arriving radicals bring with them the higher density of the region they come from, so they strike more often than $n_wv/4$.

## Second derivation: last collisions and superposition

The second route works in space instead of velocity. It first treats a wall that absorbs everything, then adds the returned radicals.

Let all radicals have speed $v$ and scatter isotropically with mean free path $\lambda$. With $\tau=\lambda/v$, the expression for $D$ becomes $D=\lambda v/3$. A layer of thickness $dx$ produces $n(x)(v/\lambda)\,dx$ scattered radicals per unit area and time. A fraction $d\mu/2$ of them heads toward the wall with direction cosine $\mu$ in $d\mu$, and must cover a path $x/\mu$ without another collision. The flux reaching the wall is therefore

$$\Gamma_{\rm in}=\frac{v}{2\lambda}\int_0^1 d\mu\int_0^\infty dx\;n(x)\,e^{-x/(\lambda\mu)} .$$

No radicals come from the wall itself in this problem, so each arrival had a last collision in the gas. The approximation is to continue the straight diffusion profile $n(x)=n_w+n'x$ down to the wall. The two integrals over $x$ are $\lambda\mu$ and $\lambda^2\mu^2$, hence

$$\Gamma_{\rm in}=\frac v2\int_0^1(n_w\mu+n'\lambda\mu^2)\,d\mu
=\frac{n_wv}{4}+\frac{\lambda v\,n'}{6}
=\frac{n_wv}{4}+\frac J2 ,$$

where the last step uses $J=\lambda v n'/3$. At a fully absorbing wall each arrival is lost, so $J=\Gamma_{\rm in}$. Subtracting $J/2$ from both sides gives $J=n_wv/2$. Call this loss velocity $s_1=v/2$.

For a wall with $\gamma<1$, let the returned radicals leave with the angular and speed distribution of an equilibrium gas (diffuse re-emission). Add two solutions of the linear transport problem:

- the fully absorbing solution with flux $J$, whose extrapolated density is $J/s_1$;
- a uniform equilibrium gas of density $n_b$, which has no net flux and exchanges $n_bv/4$ with the wall in each direction.

In the sum, the wall receives $J+n_bv/4$ and emits $n_bv/4$. The wall rule requires

$$\frac{n_bv}{4}=(1-\gamma)\left(J+\frac{n_bv}{4}\right)
\quad\Rightarrow\quad
\gamma\frac{n_bv}{4}=(1-\gamma)J ,$$

so $n_b=4(1-\gamma)J/(\gamma v)$. Adding the two densities and dividing by $J$,

$$\frac1s=\frac{n_w}{J}=\frac1{s_1}+\frac{4(1-\gamma)}{\gamma v}
=\frac{2\gamma+4-4\gamma}{\gamma v}=\frac{2(2-\gamma)}{\gamma v},$$

which is the same result.

## What each derivation assumes, and where it fails

The first derivation allows any $\tau(c)$ and uses only the total returned flux, not its angular distribution. Its price is that it applies the first-gradient distribution right at the wall. With one speed, that distribution is proportional to $1-(\lambda n'/n_w)\mu$. Since $Dn'=sn_w$ and $D=\lambda v/3$,

$$\frac{\lambda n'}{n_w}=\frac{3s}{v}=\frac{3\gamma}{2(2-\gamma)} .$$

At $\gamma=0.01$ this is about 0.0075, a small correction. It reaches one when $3\gamma=4-2\gamma$, that is at $\gamma=0.8$. Beyond that, the assumed distribution is negative for radicals leaving nearly along the normal. At $\gamma=1$ its positive and negative parts cancel in the outgoing flux, whereas a real absorbing wall emits nothing at any angle.

The second derivation treats the returned radicals without approximation, provided that re-emission is diffuse. Its approximation lies in the straight density profile used for $s_1$. This isolates the error in one number. Write the true fully absorbing loss velocity as $v/C$. Superposition then gives

$$\frac1{s_{\rm kin}}=\frac{4(1-\gamma)}{\gamma v}+\frac Cv ,$$

and both derivations amount to $C=2$. Numerical solution of the half-space kinetic equation gives $C=2.131$ for one speed with isotropic scattering. It gives $C=2.293$ for a gas with constant collision frequency in which each collision restores the Maxwell distribution. The dependence on $\gamma$ was tested in both models at $\gamma=0.01$, 0.1, 0.5 and 0.9, and agreed to one part in a million.

The true density at a fully absorbing wall is 0.81 of the extrapolated value in the first model and 0.70 in the second. A density below the straight line reduces the last-collision integral, which is the direction of $C>2$.

The error of the formula relative to the kinetic loss velocity follows by subtracting the two reciprocals:

$$\frac{s}{s_{\rm kin}}-1=s\,\frac{C-2}{v}=\frac{(C-2)\gamma}{2(2-\gamma)} .$$

At $\gamma=1$ the formula is too high by 6.6% in the one-speed model and 14.7% in the thermalizing one. At $\gamma=0.1$ the excess is 0.35% and 0.77%. The error vanishes as $\gamma\to0$, but in proportion to $\gamma$, as does the correction to the simple law. In the reciprocal, the kinetic correction is $-(4-C)/v$, or $-1.87/v$ and $-1.71/v$ in the two models, where flux matching has $-2/v$. The formula thus has the right form and sign of the correction but overstates its size, by 7% and 17% of the kinetic value. For $\gamma<1$ these figures hold for diffuse re-emission only. If the wall returns radicals specularly, the superposition does not apply and the kinetic correction varies with $\gamma$. The excess at $\gamma=0.1$ is then about twice as large, 0.69% and 1.6% in the two models.

## Oxygen atoms above a low-k film

Consider oxygen atoms in O$_2$ at 1 Torr and 300 K, supplied at a plane 20 mm above a porous organosilicate (SiCOH) film. In a downstream resist strip such atoms can remove methyl groups from the film, the damage that a later repair step has to undo. Take $D=240$ cm²/s and an atom fraction of 1% at the source, both rough typical values. The source density is then $n_0=3.22\times10^{14}$ cm⁻³ and the thermal speed $v=6.30\times10^4$ cm/s. The effective mean free path $3D/v$ is 0.114 mm, well below the gap $L$.

Without bulk loss the profile is straight, so $J=D(n_0-n_w)/L$. Inserting $n_w=J/s$ and collecting $J$,

$$J\left(\frac LD+\frac1s\right)=n_0
\quad\Rightarrow\quad
J=\frac{n_0}{L/D+1/s}.$$

Diffusion and surface loss act as resistances in series. For a rough film value $\gamma=0.01$,

$$s=\frac{0.01\times6.30\times10^4}{2\times1.99}=158\ \text{cm/s},$$

$$J=\frac{3.22\times10^{14}}{1/120+1/158.3}=2.20\times10^{16}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

The two resistances are comparable. With source density, gap and $D$ held fixed, other loss probabilities give:

| $\gamma$ | $s$ (cm/s) | $n_w/n_0$ | $J$ (cm⁻² s⁻¹) |
|---|---|---|---|
| 0.001 | 15.8 | 0.884 | $4.48\times10^{15}$ |
| 0.01 | 158 | 0.431 | $2.20\times10^{16}$ |
| 0.1 | $1.66\times10^3$ | 0.067 | $3.60\times10^{16}$ |
| 1 | $3.15\times10^4$ | 0.004 | $3.85\times10^{16}$ |

For $s\ll D/L=120$ cm/s the surface controls the flux, and $J\approx sn_0$. For $s\gg D/L$ diffusion controls it, and $J\approx Dn_0/L$. If a treatment lowered $\gamma$ from 0.01 to 0.001 at the same source density, the flux would fall by a factor of 4.9, not ten, because the density at the film would rise. In a reactor where the film consumes much of a fixed atom supply, the source density would rise too, and the flux would fall by less.

At $\gamma=1$ the matched loss velocity is twice the simple one, yet the flux is higher by only 0.38%. The two laws differ in resistance by $2/v$, so the relative change in flux is

$$\frac{2/v}{L/D+1/s}<\frac{2D}{vL}=\frac{2\lambda}{3L}=0.0038 .$$

In a gap many mean free paths wide, the correction is therefore small for the flux at any $\gamma$.

It matters when a loss probability is inferred from a known $s$ that is not small compared with $v$. Such an $s$ cannot be read from the flux in the 20 mm gap, which changes by less than 1% between $\gamma=0.5$ and 1. It has to come from conditions where $D/L$ is much larger, and the profile must still span many mean free paths. From $2(2-\gamma)s=\gamma v$ follows $4s=\gamma(v+2s)$, or

$$\gamma=\frac{4s}{v+2s}.$$

For $s=2.0\times10^4$ cm/s this gives 0.78, whereas $4s/v$ gives 1.27, which is impossible for a probability. Replacing $2s$ by $(4-C)s$ gives 0.80 and 0.82 in the two kinetic models with diffuse re-emission, so the second digit depends on the collision model. These two values are examples, not bounds for a real gas.

Several neglected effects can be sized for the film with $\gamma=0.01$, each relative to the flux above:

- A feed of 500 sccm over a 300 mm wafer, entering at 9.8 cm/s and slowing smoothly to rest at the film, raises the flux by 0.7%.
- Three-body ozone formation, with a rough rate coefficient of $6\times10^{-34}$ cm⁶/s, lowers it by 0.3%.
- Gas and wall both 30 K hotter, at fixed pressure, atom fraction and $\gamma$ and with $D\propto T^{1.75}$, raise it by 1.9%. This omits any temperature dependence of $\gamma$ itself. With an illustrative activation energy of 0.1 eV, $\gamma$ would rise to 0.014 and the flux by 18%.

A real film breaks a more important assumption, that of a single constant $\gamma$. The value used here is an apparent one per projected area, and it includes atoms that enter pores and are lost inside. It can change as methyl groups are removed and can vary across the wafer. Between $\gamma=0.001$ and 0.1 the model flux changes by a factor of eight, far more than any effect in the list. Moreover, the $6.6\times10^{17}$ atoms per cm² lost in 30 s at $\gamma=0.01$ do not count removed methyl groups, since $\gamma$ also includes atoms that recombine on the surface. Predicting damage requires the fraction of losses that attack the film, which this boundary condition does not contain. The numerical output below gives the remaining values.

## Table of computed values

```
Gas temperature: 300 K
Pressure: 1.0 Torr
Gap: 20 mm
Diffusion coefficient (rough): 240 cm2/s
O-atom fraction at source (rough): 1.0 %
Mean thermal speed of O: 6.3009e+04 cm/s
Gas density: 3.219e+16 cm^-3
O density at source: 3.219e+14 cm^-3
Mean free path 3D/v: 0.1143 mm
Mean free path / gap: 0.00571
Diffusion velocity D/L: 120.0 cm/s
Columns: gamma | s (cm/s) | gamma*v/4 (cm/s) | n_w/n0 | flux (cm^-2 s^-1) | flux with gamma*v/4
0.001 |     15.76 |     15.75 | 0.88391 | 4.4840e+15 | 4.4820e+15
0.010 |    158.31 |    157.52 | 0.43117 | 2.1972e+16 | 2.1924e+16
0.100 |   1658.13 |   1575.22 | 0.06749 | 3.6019e+16 | 3.5892e+16
1.000 |  31504.41 |  15752.21 | 0.00379 | 3.8479e+16 | 3.8334e+16
Film loss probability used below (rough): 0.01
Extrapolation length D/s for film: 15.16 mm
Exposure time: 30 s
O atoms lost on film in that time: 6.592e+17 cm^-2
Flux change, s=v/2 instead of v/4, gamma=1: 0.379 %
Given loss velocity for inversion: 2.00e+04 cm/s
gamma from 4s/v: 1.270
gamma from 4s/(v+2s): 0.777
One-speed extrapolation length, gamma=1: 0.7104 mean free paths
Flux-matching extrapolation length, gamma=1: 0.6667 mean free paths
C, one-speed gas (flux matching has 2): 2.1313
True/extrapolated wall density, gamma=1, one-speed: 0.813
Formula s above kinetic s, gamma=0.01, one-speed: 0.033 %
Formula s above kinetic s, gamma=0.10, one-speed: 0.346 %
Formula s above kinetic s, gamma=1.00, one-speed: 6.567 %
C, thermalizing gas (flux matching has 2): 2.2933
True/extrapolated wall density, gamma=1, thermalizing: 0.696
Formula s above kinetic s, gamma=0.01, thermalizing: 0.074 %
Formula s above kinetic s, gamma=0.10, thermalizing: 0.772 %
Formula s above kinetic s, gamma=1.00, thermalizing: 14.665 %
Gas feed over 300 mm wafer: 500 sccm
Flow speed at source plane: 9.84 cm/s
Peclet number of flow: 0.0820
Film flux change from flow: +0.70 %
Three-body rate coefficient (rough): 6e-34 cm6/s
Volume loss rate to ozone: 0.622 s^-1
Film flux change from ozone formation: -0.32 %
Film flux change if gas and wall are 30 K hotter: +1.85 %
```
